**One-phonon Holstein polaron: depth below the truncated continuum**

For hopping $t$, phonon energy $\Omega$, coupling $g$ and total momentum $K$, the program solves $\delta=D+g^2/\sqrt{\delta(\delta+4t)}$, where $D=\Omega-4t\sin^2(K/2)$ and $\delta$ is the depth below the edge $\Omega-2t$. It asserts that the spectrum of a small site-basis ring agrees with its momentum blocks, and that large rings reproduce the depth, zero-phonon weight, cloud decay and mass. High-precision quartic roots test the bounds, the uniqueness of the root and the Newton iteration in 40 random cases, with at most 7 steps needed. Further assertions compare one- and three-dimensional gaps at equal site number and check the critical transverse hopping by a second integral. For $t=0.40$ eV, $\Omega=0.10$ eV and $g=0.15$ eV, the depth falls from 145 meV at $K=0$ to 0.14 meV at $K=\pi$. Allowing four phonons, within a finite window, raises the mass ratio from 1.17 to 1.37. It also shows that the truncated zone-edge state lies 57 meV above an upper bound to the full model's continuum threshold.

## Numerical check

```python
# Holstein chain with at most one phonon: result under test.
# H = -t sum(c+_i c_i+1 + h.c.) + Omega sum b+_i b_i + g sum c+_i c_i (b+_i + b_i)
# At each total momentum K (units 1/a) one state lies a depth delta > 0 below
# the truncated one-phonon continuum edge Omega - 2t, where
#   delta = D + g^2 / sqrt(delta (delta + 4t)),  D = Omega - 4t sin^2(K/2).
# Z = zero-phonon weight; kappa = decay rate per site of the phonon cloud.
# Energies in eV, lengths in nm unless a label says otherwise.
from itertools import combinations_with_replacement
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import csr_matrix, diags
from scipy.sparse.linalg import eigsh
from scipy.special import i0e

hop, omega, g, spacing = 0.40, 0.10, 0.15, 0.30


def detuning(t, om, K):
    return om - 4 * t * np.sin(K / 2) ** 2


def bounds(t, coupling, D):
    upper = max(D, 0.0) + coupling
    lower = coupling**4 / ((upper - D) ** 2 * (upper + 4 * t))
    return max(D, lower), upper


def newton_depth(t, coupling, D):
    """Return all Newton iterates, started at the lower bound."""
    path = [bounds(t, coupling, D)[0]]
    for _ in range(100):
        d = path[-1]
        root = np.sqrt(d * (d + 4 * t))
        value = d - D - coupling**2 / root
        slope = 1 + coupling**2 * (d + 2 * t) / root**3
        path.append(d - value / slope)
        if abs(path[-1] - d) <= 1e-14 * d:
            return path
    raise RuntimeError("Newton iteration did not converge")


def polaron(K):
    """Energy, depth, zero-phonon weight and cloud decay rate."""
    d = newton_depth(hop, g, detuning(hop, omega, K))[-1]
    root = np.sqrt(d * (d + 4 * hop))
    Z = 1 / (1 + g**2 * (d + 2 * hop) / root**3)
    kappa = 2 * np.arcsinh(np.sqrt(d / (4 * hop)))
    return omega - 2 * hop - d, d, Z, kappa


def ring_matrix(N, K):
    p = 2 * np.pi * np.arange(N) / N
    H = np.diag(np.r_[-2 * hop * np.cos(K), omega - 2 * hop * np.cos(p)])
    H[0, 1:] = H[1:, 0] = g / np.sqrt(N)
    return H


# Site-basis Hamiltonian of a small ring against its momentum blocks.
n = 6
site_H = np.zeros((n * (n + 1), n * (n + 1)))
for electron in range(n):
    for phonon in range(n + 1):          # phonon == n means no phonon
        here = electron * (n + 1) + phonon
        there = ((electron + 1) % n) * (n + 1) + phonon
        site_H[here, there] -= hop
        site_H[there, here] -= hop
        site_H[here, here] += omega * (phonon < n)
    empty, filled = electron * (n + 1) + n, electron * (n + 1) + electron
    site_H[empty, filled] = site_H[filled, empty] = g
blocks = np.concatenate([np.linalg.eigvalsh(ring_matrix(n, 2 * np.pi * m / n))
                         for m in range(n)])
assert np.allclose(np.linalg.eigvalsh(site_H), np.sort(blocks), atol=1e-12)

# Large rings: energy, weight, cloud shape and mass.
N_ring = 1200
ring_error = 0.0
ring_E0 = None
for m in (0, N_ring // 4, N_ring // 2):
    K = 2 * np.pi * m / N_ring
    values, vectors = eigh(ring_matrix(N_ring, K), subset_by_index=[0, 0])
    E, d, Z, kappa = polaron(K)
    ring_depth = omega - 2 * hop - values[0]
    ring_error = max(ring_error, abs(ring_depth / d - 1))
    assert abs(vectors[0, 0] ** 2 / Z - 1) < 1e-5
    cloud = np.fft.ifft(vectors[1:, 0])
    assert np.allclose((cloud[:9] / cloud[0]).real,
                       np.exp(-kappa * np.arange(9)), atol=1e-6)
    if m == 0:
        ring_E0 = values[0]
assert ring_error < 1e-7
dK = 2 * np.pi * 2 / N_ring
ring_E1 = eigh(ring_matrix(N_ring, dK), eigvals_only=True,
               subset_by_index=[0, 0])[0]
ring_mass = 2 * hop * dK**2 / (2 * (ring_E1 - ring_E0))
assert abs(ring_mass * polaron(0.0)[2] - 1) < 1e-3
for K in (0.3, 1.2, 2.4):
    slope = (polaron(K + 1e-4)[0] - polaron(K - 1e-4)[0]) / 2e-4
    assert abs(slope / (2 * hop * np.sin(K) * polaron(K)[2]) - 1) < 1e-4

# Newton iteration, bounds and uniqueness against high-precision quartic roots.
mp.mp.dps = 40
rng = np.random.default_rng(5)
worst_newton, most_steps, samples = 0.0, 0, 40
for _ in range(samples):
    om_s, g_s = 10 ** rng.uniform(-2, 1), 10 ** rng.uniform(-3, 1)
    D = float(detuning(1.0, om_s, rng.uniform(0, np.pi)))
    path = newton_depth(1.0, g_s, D)
    Dm, gm = mp.mpf(D), mp.mpf(g_s)
    roots = mp.polyroots([1, 4 - 2 * Dm, Dm**2 - 8 * Dm, 4 * Dm**2, -gm**4],
                         maxsteps=2000, extraprec=300)
    good = [mp.re(r) for r in roots
            if abs(mp.im(r)) < mp.mpf(10) ** -30 and mp.re(r) > max(Dm, 0)]
    assert len(good) == 1
    exact = good[0]
    low, high = bounds(1.0, g_s, D)
    assert low <= exact * (1 + 1e-14) and exact <= high * (1 + 1e-14)
    assert all(b >= a * (1 - 1e-13) for a, b in zip(path, path[1:]))
    worst_newton = max(worst_newton, float(abs(path[-1] / exact - 1)))
    most_steps = max(most_steps, len(path) - 1)
assert worst_newton < 1e-12


# Local one-phonon propagator magnitude at depth d, transverse hopping tp.
def local_propagator(d, tp):
    x = np.linspace(-30, 80, 2201)
    s = np.exp(x)
    f = np.exp(-d * s) * i0e(2 * hop * s) * i0e(2 * tp * s) ** 2 * s
    return f.sum() * (x[1] - x[0])


for d in (1e-4, 0.02, 0.5):
    assert abs(local_propagator(d, 0.0) * np.sqrt(d * (d + 4 * hop)) - 1) < 1e-8

# Zone-edge gap at equal site number: one against three dimensions.
def finite_gap(levels, D):
    def f(d):
        return d - D - g**2 * np.mean(1 / (d + levels))
    return brentq(f, 1e-14, g, xtol=1e-20, rtol=1e-13)


gaps_1d, gaps_3d, sizes = [], [], (12, 24)
for L in sizes:
    p1 = 2 * np.pi * np.arange(L**3) / L**3
    gaps_1d.append(finite_gap(4 * hop * np.sin(p1 / 2) ** 2, omega - 4 * hop))
    w = 4 * hop * np.sin(np.pi * np.arange(L) / L) ** 2
    levels = (w[:, None, None] + w[None, :, None] + w[None, None, :]).ravel()
    gaps_3d.append(finite_gap(levels, omega - 12 * hop))
edge = polaron(np.pi)
assert abs(gaps_1d[1] / edge[1] - 1) < 1e-6
assert abs(gaps_1d[0] / gaps_1d[1] - 1) < 1e-6
assert abs(gaps_3d[0] / gaps_3d[1] - 8) < 0.1
assert g**2 * local_propagator(0.0, hop) < 12 * hop - omega

# Critical transverse hopping for the state at K = (pi, 0, 0).
nodes, weights = np.polynomial.legendre.leggauss(60)
nodes, weights = (nodes + 1) / 2, weights / 2


def edge_average(tp):
    a, b = nodes[:, None], nodes[None, :]
    w = 4 * tp * (np.sin(np.pi * a / 2) ** 2 + np.sin(np.pi * a * b / 2) ** 2)
    f = 2 * a / np.sqrt(w * (w + 4 * hop))
    return weights @ f @ weights


log_tp = brentq(lambda y: g**2 * edge_average(np.exp(y)) - (4 * hop - omega),
                np.log(1e-8), np.log(hop))
critical_tp = np.exp(log_tp)
assert abs(g**2 * local_propagator(0.0, critical_tp)
           / (4 * hop - omega) - 1) < 1e-6
depth_3d = brentq(lambda d: d - omega - g**2 * local_propagator(d, hop),
                  omega, omega + g)


# Several phonons: positions relative to the electron, limited to a window.
def phonon_model(cap, reach):
    states = [c for k in range(cap + 1) for c in
              combinations_with_replacement(range(-reach, reach + 1), k)]
    index = {c: i for i, c in enumerate(states)}
    move, create = [], []
    for c, i in index.items():
        shifted = tuple(j - 1 for j in c)
        if shifted in index:
            move.append((index[shifted], i, 1.0))
        if len(c) < cap:
            more = tuple(sorted(c + (0,)))
            create.append((index[more], i, np.sqrt(c.count(0) + 1)))
    size = len(states)
    mats = []
    for entries in (move, create):
        r, c, v = zip(*entries)
        mats.append(csr_matrix((v, (r, c)), shape=(size, size)))
    return np.array([len(c) for c in states], float), mats[0], mats[1]


def lowest(model, K):
    number, move, create = model
    H = (diags(omega * number) + g * (create + create.T)
         - hop * (np.exp(-1j * K) * move + np.exp(1j * K) * move.T)).tocsr()
    start = np.ones(len(number), complex)
    return eigsh(H, k=1, which="SA", v0=start, return_eigenvectors=False)[0]


centre = polaron(0.0)
assert abs(lowest(phonon_model(1, 60), 0.0) - centre[0]) < 1e-10
reach, small_K = 9, 0.02
multi_E, multi_mass, multi_size = [], [], []
for cap in (1, 2, 3, 4):
    model = phonon_model(cap, reach)
    e0, e1 = lowest(model, 0.0), lowest(model, small_K)
    multi_E.append(e0)
    multi_mass.append(hop * small_K**2 / (e1 - e0))
    multi_size.append(len(model[0]))
drops = -np.diff(multi_E)
assert np.all(drops > 0) and drops[2] < 0.5 * drops[1] < 0.25 * drops[0]
window_change = multi_E[2] - lowest(phonon_model(3, 13), 0.0)
assert 0 <= window_change < 1e-4
full_threshold = multi_E[3] + omega       # upper bound to the full threshold
assert edge[0] > full_threshold
K_above = brentq(lambda K: polaron(K)[0] - full_threshold, 0.0, np.pi)

weak_edge = g**4 / (4 * hop * (4 * hop - omega) ** 2)
assert abs(weak_edge / edge[1] - 1) < 1e-3
K_cross = 2 * np.arcsin(np.sqrt(omega / (4 * hop)))
band_mass = const.hbar**2 / (2 * hop * const.e * (spacing * 1e-9) ** 2 * const.m_e)
k_B = const.k / const.e

print(f"hopping t = {hop:.2f} eV, phonon Omega = {omega:.2f} eV, g = {g:.2f} eV")
print(f"site spacing = {spacing:.2f} nm, bare band mass = {band_mass:.3f} m_e")
print(f"g^2/(2 t Omega) = {g**2 / (2 * hop * omega):.3f} (dimensionless)")
print(f"truncated continuum edge = {omega - 2 * hop:.4f} eV")
print(f"bare band meets edge at K/pi = {K_cross / np.pi:.4f}")
print("K/pi   E (eV)     depth (meV)  Z         cloud length (nm)")
for K in (0.0, 0.1 * np.pi, K_cross, 0.25 * np.pi, 0.5 * np.pi, np.pi):
    E, d, Z, kappa = polaron(K)
    print(f"{K / np.pi:.4f} {E:.6f}  {1e3 * d:10.5f}  {Z:.6f}  {spacing / kappa:.4f}")
for name, K in (("0", 0.0), ("pi", np.pi)):
    D = detuning(hop, omega, K)
    low, high = bounds(hop, g, D)
    path = newton_depth(hop, g, D)
    print(f"K={name}: D = {D:.4f} eV, L = {1e3 * low:.6f} meV, U = {1e3 * high:.3f} meV")
    print(f"K={name}: Newton iterates (meV): "
          + " ".join(f"{1e3 * v:.6f}" for v in path[:5]))
    print(f"K={name}: Newton steps to convergence = {len(path) - 1}")
print(f"lowering at K=0 below -2t = {1e3 * (-2 * hop - centre[0]):.3f} meV")
print(f"mean phonon number at K=0 = {1 - centre[2]:.4f}")
print(f"mass ratio at K=0: formula {1 / centre[2]:.4f}, ring {ring_mass:.4f}")
print(f"polaron mass at K=0 = {band_mass / centre[2]:.3f} m_e")
print(f"truncated polaron bandwidth = {1e3 * (edge[0] - centre[0]):.3f} meV")
print(f"weak-coupling depth at K=pi = {1e3 * weak_edge:.5f} meV")
print(f"largest relative depth error, ring of {N_ring} sites = {ring_error:.1e}")
print(f"{samples} random cases: Newton error {worst_newton:.1e}, most steps {most_steps}")
for L, one, three in zip(sizes, gaps_1d, gaps_3d):
    print(f"{L**3} sites: zone-edge gap 1D {1e3 * one:.5f} meV, 3D {1e3 * three:.3e} meV")
for cap in range(4):
    print(f"up to {cap + 1} phonons: E(0) = {multi_E[cap]:.6f} eV, mass ratio "
          f"{multi_mass[cap]:.4f}, {multi_size[cap]} states")
print(f"window error estimate, 3 phonons = {1e3 * window_change:.5f} meV")
missed = (centre[0] - multi_E[3]) / (-2 * hop - multi_E[3])
print(f"share of 4-phonon lowering missed by truncation = {100 * missed:.2f} %")
print(f"upper bound to full threshold = {full_threshold:.6f} eV")
print(f"truncated state lies above that bound for K/pi > {K_above / np.pi:.4f}")
print(f"excess at K=pi = {1e3 * (edge[0] - full_threshold):.3f} meV")
print(f"K=0 lowering with isotropic 3D hopping = {1e3 * (depth_3d - omega):.3f} meV")
print(f"critical transverse hopping, K=(pi,0,0) = {1e3 * critical_tp:.5f} meV")
for T in (300, 450):
    occupation = 1 / np.expm1(omega / (k_B * T))
    print(f"{T} K: kT = {1e3 * k_B * T:.2f} meV, phonon occupation = {occupation:.4f}")
print(f"energy drop per site at 1 MV/cm = {1e3 * 1e8 * spacing * 1e-9:.1f} meV")
edge_length_cm = spacing / edge[3] * 1e-7
print(f"field with drop over cloud = depth at K=pi: {edge[1] / edge_length_cm:.2f} V/cm")
print("checks complete")
```

Output:

```
hopping t = 0.40 eV, phonon Omega = 0.10 eV, g = 0.15 eV
site spacing = 0.30 nm, bare band mass = 1.058 m_e
g^2/(2 t Omega) = 0.281 (dimensionless)
truncated continuum edge = -0.7000 eV
bare band meets edge at K/pi = 0.1609
K/pi   E (eV)     depth (meV)  Z         cloud length (nm)
0.0000 -0.844769   144.76886  0.856567  0.5060
0.1000 -0.812184   112.18364  0.803984  0.5730
0.1609 -0.767214    67.21372  0.657827  0.7369
0.2500 -0.714216    14.21584  0.159487  1.5937
0.5000 -0.700644     0.64428  0.001835  7.4755
1.0000 -0.700141     0.14059  0.000187  16.0024
K=0: D = 0.1000 eV, L = 100.000000 meV, U = 250.000 meV
K=0: Newton iterates (meV): 100.000000 142.338739 144.764446 144.768856 144.768856
K=0: Newton steps to convergence = 5
K=pi: D = -1.5000 eV, L = 0.106257 meV, U = 150.000 meV
K=pi: Newton iterates (meV): 0.106257 0.134018 0.140354 0.140586 0.140586
K=pi: Newton steps to convergence = 6
lowering at K=0 below -2t = 44.769 meV
mean phonon number at K=0 = 0.1434
mass ratio at K=0: formula 1.1675, ring 1.1675
polaron mass at K=0 = 1.236 m_e
truncated polaron bandwidth = 144.628 meV
weak-coupling depth at K=pi = 0.14062 meV
largest relative depth error, ring of 1200 sites = 6.8e-10
40 random cases: Newton error 4.4e-16, most steps 7
1728 sites: zone-edge gap 1D 0.14059 meV, 3D 2.778e-03 meV
13824 sites: zone-edge gap 1D 0.14059 meV, 3D 3.473e-04 meV
up to 1 phonons: E(0) = -0.844768 eV, mass ratio 1.1676, 20 states
up to 2 phonons: E(0) = -0.854504 eV, mass ratio 1.3067, 210 states
up to 3 phonons: E(0) = -0.856657 eV, mass ratio 1.3598, 1540 states
up to 4 phonons: E(0) = -0.857060 eV, mass ratio 1.3729, 8855 states
window error estimate, 3 phonons = 0.00245 meV
share of 4-phonon lowering missed by truncation = 21.54 %
upper bound to full threshold = -0.757060 eV
truncated state lies above that bound for K/pi > 0.1736
excess at K=pi = 56.920 meV
K=0 lowering with isotropic 3D hopping = 11.742 meV
critical transverse hopping, K=(pi,0,0) = 0.05811 meV
300 K: kT = 25.85 meV, phonon occupation = 0.0213
450 K: kT = 38.78 meV, phonon occupation = 0.0821
energy drop per site at 1 MV/cm = 30.0 meV
field with drop over cloud = depth at K=pi: 87.85 V/cm
checks complete
```
